\section*{Staebler–Wronski Defect Growth from Tail-State Recombination Limited by Defects}

A model layer of amorphous silicon starts with $1.0\times10^{16}$ dangling bonds per cm$^3$. Light that generates $1.0\times10^{22}$ electron–hole pairs per cm$^3$ and second raises this density to $1.44\times10^{17}\,\mathrm{cm^{-3}}$ in $4\times10^4$ s. Light twice as strong reaches the same density in $10^4$ s. The stronger light has then generated $2\times10^{26}$ pairs per cm$^3$, the weaker one $4\times10^{26}$. Half the number of pairs has done the same damage, so the damage cannot be a function of the number of absorbed photons alone. What matters here is how many electrons and holes are present together, and the defects already made control that number.

Let $N$ be the density of dangling bonds, $G$ the generation rate of pairs, and $n$ and $p$ the densities of electrons and holes in the conduction-band and valence-band tails. Centimetres and seconds are used throughout, because atomic units are unnatural for these densities and times. The material is undoped, and illumination is uniform and constant. A tail electron and a tail hole can recombine directly at the rate $Bnp$ per volume. The energy released at a weak silicon–silicon bond sometimes breaks it. Let $\eta$ be the average number of new, stable, neutral dangling bonds per direct recombination event, counted after any immediate healing of the bond. Then
\begin{equation}
\frac{dN}{dt}=\eta Bnp .
\label{eq:break}
\end{equation}
Annealing and the exhaustion of weak bonds are left out for now.

Equation \eqref{eq:break} becomes a growth law once $n$ and $p$ are known as functions of $G$ and $N$. Most carriers recombine through the dangling bonds themselves. A dangling bond can be positive, neutral or negative; let $f_+$, $f_0$ and $f_-$ be the fractions in these states, with $f_++f_0+f_-=1$. Electrons are captured by neutral and positive defects with coefficients $c_{n0}$ and $c_{n+}$, holes by neutral and negative defects with coefficients $c_{p0}$ and $c_{p-}$. These coefficients refer to the tail densities $n$ and $p$ and are taken as constant, an assumption examined further below. Thermal emission from the defects is neglected. The carriers then obey
\begin{align}
\frac{dn}{dt}&=G-Bnp-nN\,(c_{n0}f_0+c_{n+}f_+),\label{eq:n}\\
\frac{dp}{dt}&=G-Bnp-pN\,(c_{p0}f_0+c_{p-}f_-),\label{eq:p}
\end{align}
and the charged defects obey
\begin{align}
\frac{d(Nf_-)}{dt}&=N\,(c_{n0}nf_0-c_{p-}pf_-),\label{eq:minus}\\
\frac{d(Nf_+)}{dt}&=N\,(c_{p0}pf_0-c_{n+}nf_+).\label{eq:plus}
\end{align}
A neutral defect becomes negative by taking an electron and neutral again by taking a hole; the positive state is reached and left in the opposite order. Subtracting \eqref{eq:n} from \eqref{eq:p} and adding \eqref{eq:plus} minus \eqref{eq:minus} makes all terms cancel in pairs. The total charge is therefore conserved, and since the layer starts neutral,
\begin{equation}
p-n+N(f_+-f_-)=0 .
\label{eq:neutral}
\end{equation}

Carriers and defect charges adjust quickly compared with $N$. In the example the lifetime is at most about $5\times10^{-9}$ s for electrons and $10^{-8}$ s for holes, and a defect waits at most about $10^{-5}$ s for a capture, while $N$ changes over tens of seconds or longer. The left-hand sides of \eqref{eq:n}–\eqref{eq:plus} may thus be set to zero at the current value of $N$. From \eqref{eq:minus} and \eqref{eq:plus},
\begin{equation}
\frac{f_-}{f_0}=\frac{c_{n0}}{c_{p-}}\,\frac{n}{p},\qquad
\frac{f_+}{f_0}=\frac{c_{p0}}{c_{n+}}\,\frac{p}{n}.
\label{eq:ratios}
\end{equation}
When the carriers are far fewer than the charged defects, \eqref{eq:neutral} requires $f_+=f_-$ to leading order. Equating the two ratios in \eqref{eq:ratios} gives
\begin{equation}
r\equiv\frac pn=\sqrt{\frac{c_{n0}c_{n+}}{c_{p0}c_{p-}}} .
\label{eq:r}
\end{equation}
In the product of the two ratios $p/n$ cancels. Since they are equal, each is the square root of that product:
\begin{equation}
\gamma\equiv\frac{f_\pm}{f_0}=\sqrt{\frac{c_{n0}c_{p0}}{c_{n+}c_{p-}}},\qquad
f_0=\frac{1}{1+2\gamma}.
\label{eq:gamma}
\end{equation}
Neither $r$ nor $f_0$ depends on $G$ or $N$. Stronger light or more defects change the carrier densities, but not their ratio or the division of defects among charge states.

The electron loss in \eqref{eq:n} can now be simplified. Steady charging means $c_{n+}nf_+=c_{p0}pf_0=c_{p0}rnf_0$, so
\begin{equation}
nN(c_{n0}f_0+c_{n+}f_+)=aNn,\qquad a=f_0\,(c_{n0}+c_{p0}r).
\label{eq:a}
\end{equation}
The hole loss has the same value, because $c_{p-}pf_-=c_{n0}nf_0$. With $p=rn$ the balance of either carrier is
\begin{equation}
G=Br\,n^2+aNn .
\label{eq:balance}
\end{equation}
The positive root, written so that no difference of large terms appears, is
\begin{equation}
n=\frac{G}{aN}\,\frac{2}{1+\sqrt{1+4\varepsilon}},\qquad
\varepsilon=\frac{BrG}{(aN)^2}.
\label{eq:root}
\end{equation}
For small $\varepsilon$ the square root is $1+2\varepsilon$ to first order, so that
\begin{equation}
n\simeq\frac{G}{aN}(1-\varepsilon),\qquad
np\simeq r\left(\frac{G}{aN}\right)^2(1-2\varepsilon).
\label{eq:np}
\end{equation}
The leading term is the defect-limited density: generation rate times the lifetime $1/(aN)$. The direct share of all recombination is $Bnp/G\simeq\varepsilon$. The process that makes the defects is thus a minor channel of recombination, and the major channel sets the densities on which it feeds.

Inserting the leading term of \eqref{eq:np} in \eqref{eq:break} gives
\begin{equation}
\frac{dN}{dt}=\frac{K}{N^2},\qquad K=\frac{\eta BrG^2}{a^2}.
\label{eq:rate}
\end{equation}
One factor $G/N$ comes from the electrons and one from the holes. Separating the variables, $N^2dN=K\,dt$, and integrating from the initial density $N_0$ at $t=0$ yields
\begin{equation}
N^3=N_0^3+3Kt .
\label{eq:cube}
\end{equation}
Once $3Kt\gg N_0^3$, the initial density drops out:
\begin{equation}
N\simeq\left(\frac{3\eta Br}{a^2}\right)^{1/3}G^{2/3}\,t^{1/3}.
\label{eq:law}
\end{equation}
This is the growth law proposed by Stutzmann, Jackson and Tsai for the Staebler–Wronski effect. In \eqref{eq:cube} light and time enter through the product $G^2t$ alone, since $K\propto G^2$. Doubling $G$ is therefore equivalent to quadrupling $t$, which is the equality noted at the start. At a fixed number of generated pairs $Gt$, the product $G^2t$ is proportional to $G$, so a short strong exposure does more damage than a long weak one.

The approach to the power law follows from differentiating \eqref{eq:cube}. At fixed $G$, $3N^2\,\partial N/\partial t=3K$; at fixed $t$, $3N^2\,\partial N/\partial\ln G=6Kt$. With $3Kt=N^3-N_0^3$,
\begin{equation}
\frac{\partial\ln N}{\partial\ln t}=\frac13\left(1-\frac{N_0^3}{N^3}\right),\qquad
\frac{\partial\ln N}{\partial\ln G}=\frac23\left(1-\frac{N_0^3}{N^3}\right).
\label{eq:local}
\end{equation}
At early times, $3Kt\ll N_0^3$, expansion of the cube root gives $N\simeq N_0+Kt/N_0^2$. The added density is then linear in time but quadratic in $G$, because the old defects still fix the carrier lifetime.

The example uses round model parameters, not fitted to a sample: $B=5\times10^{-9}\,\mathrm{cm^3\,s^{-1}}$, $\eta=10^{-5}$, and capture coefficients $c_{n0}=2\times10^{-8}$, $c_{n+}=4\times10^{-8}$, $c_{p0}=5\times10^{-9}$ and $c_{p-}=4\times10^{-8}\,\mathrm{cm^3\,s^{-1}}$. Equations \eqref{eq:r} and \eqref{eq:gamma} give
\begin{equation}
r=\sqrt{\frac{2\times4}{0.5\times4}}=2,\qquad
\gamma=\sqrt{\frac{2\times0.5}{4\times4}}=\frac14,\qquad
f_0=\frac{1}{1+\frac12}=\frac23 .
\end{equation}
Two thirds of the defects are neutral under illumination and one sixth carry each sign of charge. Next,
\begin{align}
a&=\tfrac23\,(2\times10^{-8}+2\times5\times10^{-9})
=2\times10^{-8}\ \mathrm{cm^3\,s^{-1}},\\
K&=\frac{10^{-5}\times5\times10^{-9}\times2\times10^{44}}{4\times10^{-16}}
=2.5\times10^{46}\ \mathrm{cm^{-9}\,s^{-1}} .
\end{align}
The initial density is forgotten on the scale $N_0^3/(3K)=10^{48}/(7.5\times10^{46})\simeq13$ s. After $10^4$ s, $N^3=10^{48}+7.5\times10^{50}\,\mathrm{cm^{-9}}$, hence $N=9.09\times10^{16}\,\mathrm{cm^{-3}}$.

The numerical output sets these formulas beside a solution of the full rate equations \eqref{eq:break}–\eqref{eq:plus}, started in the dark, in which neither the quasi-static nor the defect-limited approximation is made. At $10^4$ s that solution also gives $9.09\times10^{16}\,\mathrm{cm^{-3}}$. Over the listed times from 1 to $10^5$ s the cube law differs from it by at most about 0.1\%, relative to the full solution. The time exponent is only 0.14 at 10 s, reaches 0.29 at 100 s and 0.333 at $10^4$ s, as \eqref{eq:local} requires. A straight line fitted to early values of $N$ on logarithmic axes would thus give too small an exponent even though the mechanism is unchanged. A fit to the added density $N-N_0$, which starts linear in time, would give too large a one. Doubling $G$ at $10^5$ s gives a generation exponent of 0.667.

The carriers show the feedback directly. Between 1 s and $10^5$ s, $n$ falls from $4.9\times10^{13}$ to $2.6\times10^{12}\,\mathrm{cm^{-3}}$, a factor of 19, while $N$ rises by the same factor. In the power-law regime \eqref{eq:np} and \eqref{eq:law} give $n\propto G^{1/3}t^{-1/3}$. Bond breaking also becomes less efficient. Its yield per generated pair is $(dN/dt)/G\simeq\eta\varepsilon$, which at $10^4$ s is $10^{-5}\times3.0\times10^{-5}=3\times10^{-10}$. Averaged over the whole exposure it is $(9.09-1.00)\times10^{16}/10^{26}\simeq8\times10^{-10}$, larger because the early pairs met fewer defects.

Two small parameters control the derivation. Neglect of direct recombination in the carrier balance needs $\varepsilon\ll1$, or $N\gg\sqrt{BrG}/a$. Neglect of the carrier charge needs $n/N\simeq G/(aN^2)\ll1$, or $N\gg\sqrt{G/a}$, when $r$ and $\gamma$ are of order one. In the example these scales are $5.0\times10^{14}$ and $7.1\times10^{14}\,\mathrm{cm^{-3}}$, well below $N_0$. Both corrections fall as $1/N^2$, so the approximation improves as the layer degrades. Both scales grow as $\sqrt G$, so very strong light can violate the conditions in a layer that satisfies them under weak light.

The size of the charge correction can be found too. Dividing the ratios in \eqref{eq:ratios} gives $f_+/f_-=(p/n)^2/r^2$. Let $p/n=r(1+\delta)$ with small $\delta$; then $f_+-f_-\simeq2\delta\gamma f_0$, and \eqref{eq:neutral} gives
\begin{equation}
\delta\simeq-\frac{(r-1)}{2\gamma f_0}\,\frac nN .
\end{equation}
At 1 s, $n/N=4.8\times10^{-3}$ and $2\gamma f_0=1/3$, so $\delta\simeq-0.014$ and $p/n\simeq1.97$. The full solution has $9.65/4.89=1.97$. Holes are in excess, the defects must carry net negative charge, and this takes a slightly smaller hole-to-electron ratio. To see the effect on $np$, note that
\begin{equation}
\frac1{f_0}=1+\frac{c_{p0}}{c_{n+}}\frac pn+\frac{c_{n0}}{c_{p-}}\frac np
\end{equation}
is stationary at $p/n=r$, so $f_0$ does not change to first order. In $n=G/[Nf_0(c_{n0}+c_{p0}p/n)]$ the hole term is one third of the bracket, hence $n$ changes by the fraction $-\delta/3$. The product $np=n^2(p/n)$ changes by $-2\delta/3+\delta=\delta/3\simeq-0.5\%$. Direct recombination lowers it by a further $2\varepsilon\simeq0.5\%$. Together these account for the direct share at 1 s, $2.36\times10^{-3}$ in the full solution against $2.38\times10^{-3}$ from $\varepsilon$.

With very few defects the roles of the channels are reversed. Direct recombination then takes nearly all carriers, $Bnp\simeq G$, and \eqref{eq:break} gives
\begin{equation}
\frac{dN}{dt}\simeq\eta G,\qquad N\simeq N_0+\eta Gt .
\label{eq:linear}
\end{equation}
Each pair now has the same chance of breaking a bond, and the damage does depend on $Gt$ alone. The defects can no longer hold much charge, so $p\simeq n\simeq\sqrt{G/B}=1.4\times10^{15}\,\mathrm{cm^{-3}}$. A run of the full equations with $N_0=10^{12}\,\mathrm{cm^{-3}}$ gives a growth rate of $9.91\times10^{16}\,\mathrm{cm^{-3}\,s^{-1}}$ between $10^{-5}$ and $5\times10^{-5}$ s, against $\eta G=10^{17}\,\mathrm{cm^{-3}\,s^{-1}}$. The deficit of 0.9\% is the share still lost to defects. For $p=n$, \eqref{eq:ratios} gives $f_0=1/(1+0.5+0.125)=0.615$, and the capture coefficient is $0.615\times2.5\times10^{-8}=1.54\times10^{-8}\,\mathrm{cm^3\,s^{-1}}$. With the mean density $N\simeq4\times10^{12}\,\mathrm{cm^{-3}}$ in this interval, the lost share is $1.54\times10^{-8}\times4\times10^{12}\times1.41\times10^{15}/10^{22}\simeq0.9\%$.

The exponents also rest on capture that is linear in the tail densities. Suppose instead that the defects capture only mobile carriers, of density $n_f$, while bonds are broken by carriers trapped in the tail, of density $n_t$. Let the tail have the density of states $g_0e^{-x/E_0}$ at depth $x$ from the band edge, and let the quasi-Fermi level lie at depth $x_F$. Then $n_f\propto e^{-x_F/kT}$ and
\begin{equation}
n_t=g_0\int_0^\infty\frac{e^{-x/E_0}}{1+e^{(x_F-x)/kT}}\,dx .
\end{equation}
For a narrow tail, $E_0<kT$, and $x_F$ deep in the gap, the integral comes mainly from shallow states, where the occupation is $e^{-(x_F-x)/kT}$. Hence
\begin{equation}
n_t\simeq g_0e^{-x_F/kT}\int_0^\infty e^{-x(1/E_0-1/kT)}dx
=g_0\frac{E_0kT}{kT-E_0}\,e^{-x_F/kT}\propto n_f .
\end{equation}
The trapped and mobile densities keep a fixed ratio, which can be absorbed in the capture coefficients; if both tails are narrow, this justifies the linear assumption. For a broad tail, $E_0>kT$, the substitution $x=x_F+kTy$ gives
\begin{equation}
n_t\simeq g_0kT\,e^{-x_F/E_0}\int_{-\infty}^{\infty}\frac{e^{-ykT/E_0}}{1+e^{-y}}\,dy
\propto n_f^{\,kT/E_0}.
\end{equation}
The lower limit $-x_F/kT$ has been moved to $-\infty$, where the integrand vanishes as $e^{y(1-kT/E_0)}$. The trapped carriers now sit near the quasi-Fermi level, and their density grows less than in proportion to $n_f$.

Write $n_t\propto n_f^{\alpha_n}$, similarly $p_t\propto p_f^{\alpha_p}$ for holes, and $s=\alpha_n+\alpha_p$. If defects still dominate recombination and the charge balance, the mobile densities vary as $G/N$. With a constant $K_s$,
\begin{equation}
\frac{dN}{dt}=K_s\left(\frac GN\right)^s,\qquad
N^{1+s}=N_0^{1+s}+(1+s)K_sG^st ,
\end{equation}
and at late times $N\propto G^{s/(1+s)}t^{1/(1+s)}$. The exponents $2/3$ and $1/3$ belong to $s=2$. Numerical integration over the tails at $kT=0.025$ eV, with the mobile densities set proportional to $G/N$ and the quasi-Fermi levels about 0.54 eV from the band edges, gives 0.666 and 0.334 when both tails are 0.020 eV wide; at a depth of 0.25 eV these shift to about 0.661 and 0.339. With a valence tail of 0.050 eV, $\alpha_p=1/2$ and $s=3/2$; the predicted exponents are 0.6 and 0.4, and the integration gives 0.600 and 0.400. A broad tail thus makes the growth steeper in time and flatter in intensity, as long as the trapped carriers remain far fewer than the charged defects. The valence tail of real amorphous silicon is usually broader than $kT$ at room temperature, but this condition is then hard to meet. For $E_0=2kT$ the integral above equals $\pi$, and with $p_f=g_0kT\,e^{-x_F/kT}$ the trapped density is $p_t\simeq\pi\sqrt{g_0kT\,p_f}$. Take $g_0=10^{21}\,\mathrm{cm^{-3}\,eV^{-1}}$ and the capture coefficients of the example for mobile carriers. At $N=10^{17}\,\mathrm{cm^{-3}}$, $p_f=rG/(aN)=10^{13}\,\mathrm{cm^{-3}}$ and $p_t\simeq5\times10^{16}\,\mathrm{cm^{-3}}$, three times $Nf_+=N/6$. The trapped holes then drive the defects negative, $r$ and $f_0$ depend on $G$ and $N$, and neither pair of exponents follows. Since $p_t/N$ falls as $N^{-3/2}$, the values 0.4 and 0.6 are approached only near $N\sim10^{18}\,\mathrm{cm^{-3}}$ for these parameters, so they are not a prediction for real layers.

Finally, \eqref{eq:law} grows without bound and must fail when weak bonds run out or defects heal. The simplest healing, at a constant rate $\nu$ per defect, changes \eqref{eq:rate} to $dN/dt=K/N^2-\nu N$. Multiplication by $3N^2$ makes this linear in $N^3$:
\begin{equation}
\frac{dN^3}{dt}=3K-3\nu N^3,\qquad
N^3=\frac K\nu+\left(N_0^3-\frac K\nu\right)e^{-3\nu t}.
\end{equation}
For $t\ll1/(3\nu)$ and $N_0^3\ll K/\nu$ the cube law returns. At long times $N$ settles at $(K/\nu)^{1/3}$, which still varies as $G^{2/3}$ but no longer with time. The one-third power of time therefore appears only if the initial defects are far outnumbered well before healing or exhaustion sets in. Observing it is consistent with a creation rate proportional to $np$ with defect-limited densities, but does not identify the atomic event. Since $n$ and $p$ both vary as $G/N$, a rate proportional to $n^2$ or $p^2$ would give the same exponents.

\section*{Calculated quantities}
\begin{verbatim}
generation rate G = 1.0e+22 cm^-3 s^-1
initial defect density N0 = 1.0e+16 cm^-3
direct coefficient B = 5.0e-09 cm^3 s^-1
defects per direct event eta = 1.0e-05
electron capture, neutral defect = 2.0e-08 cm^3 s^-1
electron capture, positive defect = 4.0e-08 cm^3 s^-1
hole capture, neutral defect = 5.0e-09 cm^3 s^-1
hole capture, negative defect = 4.0e-08 cm^3 s^-1
ratio r = p/n = 2.0000; full kinetics at 1e4 s 1.9996
charged-to-neutral ratio gamma = 0.2500
neutral fraction = 0.6667; full kinetics at 1e4 s 0.6667
effective capture a = 2.000e-08 cm^3 s^-1
growth constant K = 2.500e+46 cm^-9 s^-1
time when 3Kt = N0^3: 13.33 s
carrier-charge bound sqrt(G/a) = 7.07e+14 cm^-3
direct-channel bound sqrt(BrG)/a = 5.00e+14 cm^-3
t (s) | N full, N cube law (cm^-3) | n, p full (cm^-3)
1e+00 | 1.0242e+16, 1.0244e+16 | 4.893e+13, 9.651e+13
1e+01 | 1.2037e+16, 1.2051e+16 | 4.161e+13, 8.238e+13
1e+02 | 2.0384e+16, 2.0408e+16 | 2.454e+13, 4.891e+13
1e+03 | 4.2340e+16, 4.2358e+16 | 1.181e+13, 2.360e+13
1e+04 | 9.0887e+16, 9.0896e+16 | 5.502e+12, 1.100e+13
4e+04 | 1.4423e+17, 1.4424e+17 | 3.467e+12, 6.933e+12
1e+05 | 1.9575e+17, 1.9575e+17 | 2.554e+12, 5.108e+12
t (s) | direct share full, formula | time exponent full, formula
1e+00 | 2.361e-03, 2.383e-03 | 0.0231, 0.0233
1e+01 | 1.714e-03, 1.725e-03 | 0.1424, 0.1429
1e+02 | 6.003e-04, 6.017e-04 | 0.2945, 0.2941
1e+03 | 1.394e-04, 1.395e-04 | 0.3292, 0.3289
1e+04 | 3.026e-05, 3.026e-05 | 0.3330, 0.3329
4e+04 | 1.202e-05, 1.202e-05 | 0.3333, 0.3332
1e+05 | 6.524e-06, 6.525e-06 | 0.3333, 0.3333
time exponent, full kinetics, 4e4 to 1e5 s = 0.3333
generation exponent, G to 2G at 1e5 s = 0.6666
N at 2G after 1e4 s = 1.4423e+17 cm^-3
N at G after 4e4 s = 1.4423e+17 cm^-3
few-defect run: N0 = 1.0e+12 cm^-3, window 1e-05 to 5e-05 s
few-defect growth rate = 9.914e+16 cm^-3 s^-1
linear-limit rate eta*G = 1.000e+17 cm^-3 s^-1
tail test: kT = 0.025 eV, initial depth 0.40 eV
tail widths e 0.020 eV, h 0.020 eV: s = 2.00
  time exponent 0.3337, formula 0.3333; G exponent 0.6663, formula 0.6667
tail widths e 0.020 eV, h 0.050 eV: s = 1.50
  time exponent 0.4002, formula 0.4000; G exponent 0.5997, formula 0.6000
\end{verbatim}
